# Capillary Stability of a Silicide Ridge with Pinned Contact Lines, part 2

A nickel silicide line 60 nm wide, to be held at 600 °C, may have a mean thickness of 15 nm or 30 nm. The question is whether capillarity smooths it or starts to break it into beads.

The line is modelled as a ridge along $z$ on a flat, immobile substrate, with contact lines pinned at $x=\pm a$ and width $w=2a$. Its height is $y(x)$ and its isotropic surface energy per area is $\gamma$. Curvature $\kappa$ is positive for an outward bulge, and the pressure is $p=\gamma\kappa$. The undisturbed section is a circular segment with contact angle $\theta$ inside the silicide (in radians in formulas), radius $R=a/\sin\theta$, curvature $\kappa=1/R$, arc length $L=2R\theta$ and area $A=a^2F(\theta)$, where $F(\theta)=(\theta-\sin\theta\cos\theta)/\sin^2\theta$.

The first half found the pressure slope at fixed width:

$$\boxed{\frac{dp}{dA}=\frac{\gamma\cos\theta\,\sin^3\theta}{2a^3(\sin\theta-\theta\cos\theta)}}.$$

Surface diffusion has the coefficient $B=D_s\delta\gamma\Omega/(k_BT)$, with surface diffusivity $D_s$, mobile-layer thickness $\delta$ and volume $\Omega$ per transported unit. In $\delta A$ and $\delta\kappa$, $\delta$ instead marks a small change. For slow variations along the ridge,

$$\frac{\partial\,\delta A}{\partial t}=BL\frac{d\kappa}{dA}\frac{\partial^2\delta A}{\partial z^2}.$$

A long wave $\delta A\propto e^{\sigma t}\cos kz$ therefore has the rate

$$\sigma=-\frac{Bk^2}{R^2}\frac{\theta\cos\theta}{\sin\theta-\theta\cos\theta}.$$

Entry 7 treated any wavelength. A radial displacement $u(\varphi,z)$, with $-\theta\leq\varphi\leq\theta$ and $u(\pm\theta,z)=0$, changes the curvature by

$$\delta\kappa=-\left(u_{ss}+u_{zz}+\frac{u}{R^2}\right).$$

Here $s=R\varphi$ and subscripts denote derivatives. The arc modes are the sine waves that fit between the pinned ends; the longest is $\cos(\pi\varphi/2\theta)$. Below $90^\circ$ small disturbances of every wavelength decay. Above $90^\circ$ the stiffness is negative when

$$kR<\sqrt{1-\left(\frac{\pi}{2\theta}\right)^2}.$$

### Entry 8: joining this result to the pressure slope

Let $\delta\kappa=C\cos kz$ be uniform around each section, and write the displacement as $u(\varphi)\cos kz$. With $m^2=1-k^2R^2$, the curvature equation becomes

$$u_{\varphi\varphi}+m^2u=-CR^2.$$

The even solution that vanishes at $\pm\theta$ is

$$u=\frac{CR^2}{m^2}\left(\frac{\cos m\varphi}{\cos m\theta}-1\right).$$

The amplitude of the area change is its integral along the arc:

$$\delta A=R\int_{-\theta}^{\theta}u\,d\varphi
=\frac{2CR^3}{m^2}\left(\frac{\tan m\theta}{m}-\theta\right).$$

Solving for the ratio gives

$$\frac{\delta\kappa}{\delta A}=\frac{m^3}{2R^3(\tan m\theta-m\theta)}.$$

At $k=0$, $m=1$. Multiplying numerator and denominator by $\cos\theta$ returns the slope of the first half. Above $90^\circ$ the ratio changes sign through zero at $m\theta=\pi/2$, which is the cutoff found from the energy.

The case $\theta=90^\circ$ can now be settled. For small $kR$, $m\simeq1-k^2R^2/2$, so $m\theta\simeq\pi/2-\pi k^2R^2/4$ and $\tan m\theta\simeq4/(\pi k^2R^2)$. Thus

$$\frac{\delta\kappa}{\delta A}\simeq\frac{\pi k^2}{8R},\qquad
\sigma\simeq-B(\pi R)k^2\frac{\pi k^2}{8R}=-\frac{\pi^2}{8}Bk^4.$$

The semicircular ridge has no restoring response at infinite wavelength, but a finite wave still decays, slowly.

The cutoff was tested against numerically computed arc modes at 100, 120 and 150 degrees, with agreement within 0.1%.

### Entry 9: the two line thicknesses

A mean thickness $h$ is defined by $A=wh$. At $90^\circ$ the area is $\pi a^2/2=\pi w^2/8$, so the stability condition is

$$h<\frac{\pi w}{8}.$$

For $w=60$ nm the limit is 23.6 nm. This rule assumes an isotropic, uniform ridge, a flat immobile base and pinned lines.

I take $\gamma=1$ J/m², a rough value. For 15 nm, $A=60\times15=900$ nm². Since $a^2=900$ nm², the angle satisfies $F(\theta)=1$, which gives $\theta=69.1^\circ$ and $R=32.1$ nm. The pressure is $\gamma/R=31.1$ MPa and its slope is $0.0107$ MPa/nm².

A 10% area change is 90 nm², so the linear estimate of the pressure change is $90\times0.0107=0.96$ MPa. The full formula gives 30.0 MPa at 90% area and 32.0 MPa at 110%. Material moves from thick sections to thin ones.

For 30 nm, $A=1800$ nm², $\theta=100.5^\circ$ and $R=30.5$ nm. The slope is $-0.0025$ MPa/nm². The pressure is now 33.1 MPa at 90% area and 32.3 MPa at 110%, so material leaves the thin sections. The cutoff wavelength is

$$\lambda_c=\frac{2\pi R}{\sqrt{1-(90/100.5)^2}}\simeq431\ \text{nm}.$$

Longer waves grow. The fastest growth is near 610 nm. This position can be understood by approximating the response as linear in $k^2$, so that $\sigma\propto k^2(k_c^2-k^2)$, where $k_c=2\pi/\lambda_c$. Its maximum lies at $k^2=k_c^2/2$, or $\lambda=\sqrt2\,\lambda_c\simeq610$ nm.

Times require a diffusivity. I assume $D_s=10^{-10}$ cm²/s, with rough values $\delta=0.3$ nm and $\Omega=0.024$ nm³ for one NiSi unit. At 600 °C these give $B=6.0\times10^3$ nm⁴/s. For the thinner line and a wavelength of 1000 nm, $k^2=3.95\times10^{-5}$ nm⁻² and the angular factor is 0.854. The long-wave rate has magnitude

$$\frac{(5.97\times10^3)(3.95\times10^{-5})}{(32.1)^2}\,(0.854)
\simeq1.95\times10^{-4}\ \text{s}^{-1},$$

a decay time of about 5100 s. The full diffusion calculation gives about 4800 s. The difference comes mostly from axial curvature: here $kR=0.202$, and the finite-wavelength response of Entry 8 is about 6% larger than its long-wave limit.

The fastest disturbance of the thicker line grows by a factor $e$ in about $1.2\times10^4$ s, or 3.3 hours. With the other inputs held fixed, both times are inversely proportional to $D_s$. The stability limit does not depend on $D_s$.

### Entry 10: effects outside the ideal ridge

**Surface anisotropy.** Let the surface energy depend on the angle $\alpha$ between the surface normal and the vertical. For a profile with $y'=-\tan\alpha$, the energy per horizontal length is $f=\gamma(\alpha)/\cos\alpha$. Minimizing $\int(f-py)\,dx$ requires $-d(\partial f/\partial y')/dx=p$. Because $dy'/d\alpha=-1/\cos^2\alpha$,

$$-\frac{\partial f}{\partial y'}=\gamma\sin\alpha+\gamma'\cos\alpha.$$

For a symmetric profile this quantity vanishes at $x=0$, and integration to the edge gives

$$pa=\gamma(\theta)\sin\theta+\gamma'(\theta)\cos\theta,\qquad
a\frac{dp}{d\theta}=(\gamma+\gamma'')\cos\theta.$$

If $\gamma+\gamma''$ is positive, the pressure maximum remains at $90^\circ$, but the area at that angle changes. For $\gamma=\gamma_0(1+\epsilon\cos4\alpha)$, the limiting thickness is 24.9 nm at $\epsilon=-0.03$ and 22.1 nm at $\epsilon=0.03$. At 15 nm the pressure slope is respectively 0.64 and 1.63 times the isotropic one. A 3% variation in energy thus has a large effect on the restoring response, because $\gamma''$ contains a factor 16. These figures omit anisotropy along the ridge and true facets.

**A mobile lower interface.** If the silicide/silicon interface can also bulge between the same pinned lines, both surfaces share one pressure. With interface energy $\gamma_i$ and lower angle $\theta_i$, this means $\gamma\sin\theta=\gamma_i\sin\theta_i$. For an assumed ratio $\gamma_i/\gamma=0.5$, the pressure reaches its maximum at $\theta_i=90^\circ$ and $\theta=30^\circ$. The total area is then $a^2[F(30^\circ)+F(90^\circ)]=a^2(0.362+1.571)$. Division by $w$ gives a limit of 29.0 nm. This requires silicon to be transported as the interface moves. The 30 nm line still lies above the limit, though by little. The margin depends on the assumed ratio: the limit reaches 30 nm at $\gamma_i/\gamma\simeq0.57$ and is 30.4 nm at 0.6.

**Stress.** For a rough stress of 0.5 GPa and modulus of 150 GPa, the elastic energy density is $0.5^2/(2\times150)$ GPa, or 0.83 MPa. The restoring scale $A\,dp/dA$ is 9.6 MPa for the thinner line. The ratio is 0.09. It compares sizes and does not give a shift of the limit, which would require the elastic response of the ridge and substrate.

**Grain boundaries.** A boundary across the line pulls the surface into a groove. If $\psi$ is the tilt of the surface on either side, force balance gives $\gamma_{gb}=2\gamma\sin\psi$. For a rough ratio $\gamma_{gb}/\gamma=0.4$, $\psi=11.5^\circ$. I take an isolated boundary at $z=0$ and a long grain beside it, so that $\delta\kappa=0$ at equilibrium. The arc modes then decay as $e^{-k_nz}$, with

$$k_n=\frac1R\sqrt{\left(\frac{n\pi}{2\theta}\right)^2-1},\qquad n=1,3,5,\ldots$$

The slope at the boundary is $\tan\psi$ across the arc. Expanding this constant in the modes and integrating each exponential gives the depth at the crest:

$$d=\tan\psi\sum_{n\ \rm odd}\frac{4(-1)^{(n-1)/2}}{n\pi k_n}.$$

For the 15 nm line $d\simeq9$ nm, while the crest is 21 nm high. Such a depth strains a theory linear in displacement, and the series overestimates it: minimizing the full surface energy gives about 7.5 nm, a little over a third of the height. With rough energies either number is an estimate of size. It shows that grain boundaries are not a small correction, even where the uniform ridge is stable.

**Thermal roughness.** A bump of height $u$ and similar lateral size costs an energy of order $\gamma u^2$. Equating this to $k_BT$ gives $u\sim\sqrt{k_BT/\gamma}=0.11$ nm, small compared with the crest height.

### Entry 11: the real line

NiSi is used as a contact material on silicon, and its films are ordinarily polycrystalline. A line formed by reaction with silicon is partly embedded, unlike the ridge on a flat base assumed here. The width and thicknesses are plausible for a narrow line, but hours at 600 °C are a severe heat treatment for a contact. Leaving out grain boundaries is a serious omission: the estimated groove removes over a third of the crest height of the 15 nm line, and a larger share for much thinner lines of the same width (about 0.45 at 8 nm and 0.64 at 5 nm). The 3% fourfold anisotropy tried here moves the thickness limit by up to 1.5 nm, and the assumed mobile interface moves it by about 5 nm. A change of phase to NiSi₂ would alter the material itself and is outside the model.

For the opening decision, 15 nm passes the capillary test and 30 nm fails it, with the width held at 60 nm and a flat, immobile base. With a mobile lower interface the verdict on 30 nm turns on the interface energy. The test is not a rule that thinner is safer: polycrystalline NiSi films generally agglomerate sooner the thinner they are, because grooves at grain boundaries cut through them, a route the uniform ridge does not contain. Passing means that small disturbances of a uniform ridge decay while its edges stay pinned. It does not exclude beading from a large disturbance: above $90^\circ$ the pressure falls as a section grows, so a large enough bulge can lower the total energy even of a long 15 nm line, provided its edges stay pinned at a contact angle of about 124° or more, where the section has nearly four times its original area, and the bulge is long enough for the cost of its ends to be small. Whether a polycrystalline line survives also depends on its grain size, its boundary energies and the time available for grooves to deepen. The numerical output gives the remaining values for both lines.

## Computed results

```
Line width: 60 nm; temperature: 600 C
Surface energy (rough): 1.00 J/m2
Surface diffusivity (assumed): 1.0e-10 cm2/s
Surface layer thickness (rough): 0.30 nm
Volume per NiSi unit (rough): 0.024 nm3
Surface-diffusion coefficient B: 5.973e+03 nm4/s
Limiting mean thickness: 23.56 nm
Mean thickness 15 nm: area 900 nm2
  contact angle: 69.10 degrees
  surface radius: 32.11 nm
  crest height: 20.66 nm
  pressure: 31.140 MPa
  pressure slope dp/dA: 0.01069 MPa/nm2
  pressure at 90% area: 30.024 MPa
  pressure at 110% area: 31.967 MPa
  test wavelength: 1000 nm
  decay time, full: 4847 s
  decay time, long-wave: 5123 s
Mean thickness 30 nm: area 1800 nm2
  contact angle: 100.51 degrees
  surface radius: 30.51 nm
  crest height: 36.08 nm
  pressure: 32.774 MPa
  pressure slope dp/dA: -0.00246 MPa/nm2
  pressure at 90% area: 33.149 MPa
  pressure at 110% area: 32.283 MPa
  cutoff wavelength: 431 nm
  fastest wavelength: 605 nm
  fastest growth time: 12046 s
Neglected effects, 15 nm mean thickness:
  fourfold anisotropy -0.03:
    dp/dA relative to isotropic: 0.639
    limiting mean thickness: 24.87 nm
  fourfold anisotropy +0.03:
    dp/dA relative to isotropic: 1.625
    limiting mean thickness: 22.06 nm
  interface/surface energy (rough): 0.50
  limit with mobile interface: 29.00 nm
  stress, modulus (rough): 0.5, 150 GPa
  elastic energy density: 0.833 MPa
  restoring scale A dp/dA: 9.619 MPa
  elastic/restoring ratio: 0.087
  grain-boundary/surface energy (rough): 0.40
  groove surface tilt: 11.54 degrees
  estimated groove depth at crest: 9.44 nm
  groove depth/crest height: 0.457
  thermal roughness scale: 0.110 nm
```
